# Wick's theorem between nonorthogonal determinants, with vanishing overlap singular values: test program

```python
"""Generalized Wick theorem between nonorthogonal determinants.

Result under test: for N-particle determinants Phi (orbital columns C) and
Psi (columns D), S = C^+ D, every matrix element <Phi|string|Psi>/<Phi|Psi> is
the signed sum over pairings with the transition density matrix
rho = D S^-1 C^+, rho[q,p] = <Phi|a_p^+ a_q|Psi>/<Phi|Psi>.
For singular S the Loewdin-paired orbitals c = C U, d = D V, from
S = U diag(s) V^+, give the finite unnormalized elements.
The reference is explicit Fock-space algebra, and for linear H4 an explicit
expansion in the full configuration space.
v[p,q,r,s] = <pq|v|rs>; H = h a^+a + (1/2) v a_p^+ a_q^+ a_s a_r.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from pyscf import gto, fci

rng = np.random.default_rng(7)
ZERO = 1e-10          # singular values below this count as zero


def loewdin_pair(C, D):
    U, s, Vh = np.linalg.svd(C.conj().T @ D)
    phase = np.linalg.det(U) * np.linalg.det(Vh)
    return C @ U, D @ Vh.conj().T, s, phase


def paired_parts(C, D):
    """phase * product of nonzero s, matrices X_m of zero pairs, and W."""
    c, d, s, phase = loewdin_pair(C, D)
    zero = s < ZERO
    X = [np.outer(d[:, m], c[:, m].conj()) for m in np.where(zero)[0]]
    W = (d[:, ~zero] / s[~zero]) @ c[:, ~zero].conj().T
    return phase * np.prod(s[~zero]), X, W


def transition_density(C, D):
    return D @ np.linalg.inv(C.conj().T @ D) @ C.conj().T


def antisym(A, B):
    return np.einsum('rp,sq->pqrs', A, B) - np.einsum('sp,rq->pqrs', A, B)


def one_body(C, D):
    """g[q,p] = <Phi|a_p^+ a_q|Psi>, by number of zero singular values."""
    factor, X, W = paired_parts(C, D)
    if len(X) == 0:
        return np.linalg.det(C.conj().T @ D) * transition_density(C, D)
    return factor * X[0] if len(X) == 1 else np.zeros_like(W)


def two_body(C, D):
    """G[p,q,r,s] = <Phi|a_p^+ a_q^+ a_s a_r|Psi>, by number of zeros."""
    factor, X, W = paired_parts(C, D)
    if len(X) == 0:
        rho = transition_density(C, D)
        return np.linalg.det(C.conj().T @ D) * antisym(rho, rho)
    if len(X) == 1:
        return factor * (antisym(X[0], W) + antisym(W, X[0]))
    if len(X) == 2:
        return factor * (antisym(X[0], X[1]) + antisym(X[1], X[0]))
    return np.zeros((len(C),) * 4)


def pair_energy(v, A, B):
    return (np.einsum('pqrs,rp,sq->', v, A, B)
            - np.einsum('pqrs,sp,rq->', v, A, B))


def hamiltonian_element(h, v, C, D):
    factor, X, W = paired_parts(C, D)
    if len(X) == 0:
        rho = transition_density(C, D)
        return np.linalg.det(C.conj().T @ D) * (
            np.trace(h @ rho) + 0.5 * pair_energy(v, rho, rho))
    if len(X) == 1:
        return factor * (np.trace(h @ X[0]) + pair_energy(v, X[0], W))
    if len(X) == 2:
        return factor * pair_energy(v, X[0], X[1])
    return 0.0


def subset_element(paired, ps, qs):
    """k-body element as a sum over k-subsets of paired orbitals."""
    c, d, s, phase = paired
    total = 0.0
    for I in combinations(range(len(s)), len(ps)):
        total += (np.prod(np.delete(s, I))
                  * np.linalg.det(d[np.ix_(qs, I)])
                  * np.linalg.det(c[np.ix_(ps, I)].conj()))
    return phase * total


# ---------- explicit Fock space: six modes, three particles ----------
M, N = 6, 3
lower = np.array([[0., 1.], [0., 0.]])
a = []
for p in range(M):
    op = np.eye(1)
    for k in range(M):
        op = np.kron(op, np.diag([1., -1.]) if k < p
                     else (lower if k == p else np.eye(2)))
    a.append(op)
a = np.array(a)
adag = a.transpose(0, 2, 1)


def fock_state(C):
    state = np.zeros(2**M, complex)
    state[0] = 1.0
    for i in reversed(range(C.shape[1])):
        state = np.einsum('p,pxy,y->x', C[:, i], adag, state)
    return state


def remove(state, indices):
    for p in indices:
        state = a[p] @ state
    return state


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def random_unitary(n):
    return np.linalg.qr(random_complex(n, n))[0]


def make_pair(cosines):
    """Two scrambled determinants whose overlap has these singular values."""
    cosines = np.array(cosines)
    Q = random_unitary(M)
    C = Q[:, :N]
    D = C * cosines + Q[:, N:] * np.sqrt(1 - cosines**2)
    return C @ random_unitary(N), D @ random_unitary(N)


def fock_two_body(phi, psi):
    L = np.array([[remove(phi, (p, q)) for q in range(M)] for p in range(M)])
    R = np.array([[remove(psi, (r, s)) for s in range(M)] for r in range(M)])
    return np.einsum('pqx,rsx->pqrs', L.conj(), R)


def wick_sum(contraction):
    n = len(contraction)
    if n == 0:
        return 1.0
    total = 0.0
    for j in range(1, n):
        keep = [k for k in range(1, n) if k != j]
        total += ((-1)**(j - 1) * contraction[0, j]
                  * wick_sum(contraction[np.ix_(keep, keep)]))
    return total


# Regular overlap: projector, splitting, and strings of mixed operators
C, D = make_pair([0.9, 0.6, 0.3])
phi, psi = fock_state(C), fock_state(D)
overlap = np.vdot(phi, psi)
rho = transition_density(C, D)
assert abs(overlap - np.linalg.det(C.conj().T @ D)) < 1e-12
assert np.allclose(rho @ rho, rho, atol=1e-11)
assert abs(np.trace(rho) - N) < 1e-11
nonhermiticity = np.max(abs(rho - rho.conj().T))
assert nonhermiticity > 1e-2
hole = np.eye(M) - rho
for p in range(M):
    create_minus = np.einsum('r,rxy->xy', rho[:, p], adag)
    create_plus = np.einsum('r,rxy->xy', hole[:, p], adag)
    destroy_minus = np.einsum('r,rxy->xy', hole[p], a)
    destroy_plus = np.einsum('r,rxy->xy', rho[p], a)
    for minus, plus in ((create_minus, create_plus),
                        (destroy_minus, destroy_plus)):
        assert np.max(abs(minus @ psi)) < 1e-11
        assert np.max(abs(phi.conj() @ plus)) < 1e-11

length = 6
u, w = random_complex(length, M), random_complex(length, M)
state = psi.copy()
for j in reversed(range(length)):
    state = np.einsum('p,pxy,y->x', u[j], adag, state) + \
        np.einsum('p,pxy,y->x', w[j], a, state)
string_fock = np.vdot(phi, state) / overlap
contractions = u @ rho.T @ w.T + w @ hole @ u.T
string_wick = wick_sum(contractions)
string_error = abs(string_fock - string_wick) / abs(string_fock)
assert string_error < 1e-10
for ps in combinations(range(M), 3):
    for qs in combinations(range(M), 3):
        direct = np.vdot(remove(phi, ps), remove(psi, qs)) / overlap
        assert abs(direct - np.linalg.det(rho[np.ix_(qs, ps)])) < 1e-10

# Zero to three vanishing singular values
h_toy = random_complex(M, M)
v_toy = random_complex(M, M, M, M)
v_toy = v_toy + v_toy.transpose(1, 0, 3, 2)
case_report = []
for cosines in ([.9, .6, .3], [.9, .6, 0], [.9, 0, 0], [0, 0, 0]):
    C, D = make_pair(cosines)
    phi, psi = fock_state(C), fock_state(D)
    g_fock = np.array([[np.vdot(a[p] @ phi, a[q] @ psi) for p in range(M)]
                       for q in range(M)])
    G_fock = fock_two_body(phi, psi)
    H_fock = np.trace(h_toy @ g_fock) + 0.5 * np.sum(v_toy * G_fock)
    errors = [np.max(abs(g_fock - one_body(C, D))),
              np.max(abs(G_fock - two_body(C, D))),
              abs(H_fock - hamiltonian_element(h_toy, v_toy, C, D))]
    paired = loewdin_pair(C, D)
    for k in (1, 2, 3):
        for ps in combinations(range(M), k):
            for qs in combinations(range(M), k):
                direct = np.vdot(remove(phi, ps), remove(psi, qs))
                errors.append(abs(direct - subset_element(paired, ps, qs)))
    assert max(errors) < 1e-10
    case_report.append((cosines.count(0), np.max(abs(g_fock)),
                        np.max(abs(G_fock)), max(errors)))

# Loss of digits when a singular value is small but not zero
loss_report = []
for small in (1e-3, 1e-6, 1e-9):
    C, D = make_pair([0.9, 0.6, small])
    G_fock = fock_two_body(fock_state(C), fock_state(D))
    rho = transition_density(C, D)
    G_inverse = np.linalg.det(C.conj().T @ D) * antisym(rho, rho)
    paired = loewdin_pair(C, D)
    error_subset = max(
        abs(G_fock[p, q, r, s] - subset_element(paired, (p, q), (r, s)))
        for p, q in combinations(range(M), 2)
        for r, s in combinations(range(M), 2))
    loss_report.append((small, np.max(abs(G_fock - G_inverse)), error_subset))
assert loss_report[-1][2] < 1e-12
assert loss_report[-1][1] > 1e3 * loss_report[-1][2]

# ---------- linear H4, 6-31G, parity-adapted orthonormal basis ----------
spacing = 2.0
positions = spacing * (np.arange(4) - 1.5)
mol = gto.M(atom=[['H', (0., 0., z)] for z in positions], unit='Bohr',
            basis='6-31g', verbose=0)
S_ao = mol.intor('int1e_ovlp')
n = len(S_ao)
half = n // 2
mirror = [2 * (3 - i // 2) + i % 2 for i in range(n)]
unit = np.eye(n)
blocks = []
for sign in (1, -1):
    T = unit[:, :half] + sign * unit[:, mirror[:half]]
    e, Y = np.linalg.eigh(T.T @ S_ao @ T)
    blocks.append(T @ (Y / np.sqrt(e)) @ Y.T)
B = np.hstack(blocks)          # even functions first, then odd ones
assert np.allclose(B.T @ S_ao @ B, np.eye(n), atol=1e-10)
h = B.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ B
z_op = B.T @ mol.intor('int1e_r')[2] @ B
eri = np.ascontiguousarray(np.einsum(
    'abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), B, B, B, B, optimize=True))
E_nuc = mol.energy_nuc()


def occupied(F, n_even, n_odd):
    orbitals = np.zeros((n, n_even + n_odd))
    orbitals[:half, :n_even] = np.linalg.eigh(F[:half, :half])[1][:, :n_even]
    orbitals[half:, n_even:] = np.linalg.eigh(F[half:, half:])[1][:, :n_odd]
    return orbitals


def optimize(occupations):
    """Unrestricted Hartree-Fock at fixed (even, odd) occupation per spin."""
    orbs = [occupied(h, *occ) for occ in occupations]
    P = [x @ x.T for x in orbs]
    for _ in range(1000):
        J = np.einsum('pqrs,rs->pq', eri, P[0] + P[1])
        orbs = [occupied(h + J - np.einsum('prqs,rs->pq', eri, P[k]),
                         *occupations[k]) for k in (0, 1)]
        new = [x @ x.T for x in orbs]
        change = max(np.max(abs(new[k] - P[k])) for k in (0, 1))
        P = [0.5 * (P[k] + new[k]) for k in (0, 1)]
        if change < 1e-10:
            return orbs
    raise AssertionError('orbital optimization did not converge')


def spin_orbitals(orbs):
    C = np.zeros((2 * n, 4))
    C[:n, :2], C[n:, 2:] = orbs
    return C


h_spin = np.kron(np.eye(2), h)
z_spin = np.kron(np.eye(2), z_op)
v_spin = np.zeros((2 * n,) * 4)
for x in (slice(0, n), slice(n, 2 * n)):
    for y in (slice(0, n), slice(n, 2 * n)):
        v_spin[x, y, x, y] = eri.transpose(0, 2, 1, 3)

orbs = {'A': optimize(((1, 1), (1, 1))),
        'K': [occupied(h, 1, 1), occupied(h, 1, 1)],
        'S': optimize(((2, 0), (1, 1))),
        'D': optimize(((2, 0), (2, 0)))}
dets = {name: spin_orbitals(x) for name, x in orbs.items()}

# Explicit expansion of every determinant in the full configuration space
strings = sorted(combinations(range(n), 2),
                 key=lambda occ: sum(1 << p for p in occ))
ci = {name: np.outer(*[[np.linalg.det(x[list(occ)]) for occ in strings]
                       for x in pair]) for name, pair in orbs.items()}
h2 = fci.direct_spin1.absorb_h1e(h, eri, n, (2, 2), 0.5)


def H(left, right):
    value = hamiltonian_element(h_spin, v_spin, dets[left], dets[right])
    full = np.sum(ci[left] * fci.direct_spin1.contract_2e(
        h2, ci[right], n, (2, 2)))
    assert abs(value - full) < 1e-9
    return float(value)


energy = {name: H(name, name) + E_nuc for name in dets}
sing = {x: loewdin_pair(dets['A'], dets[x])[2] for x in 'KSD'}
assert [int(np.sum(sing[x] < ZERO)) for x in 'KSD'] == [0, 1, 2]

overlap_AK = np.linalg.det(dets['A'].T @ dets['K'])
assert abs(overlap_AK - np.sum(ci['A'] * ci['K'])) < 1e-10
H_AK = H('A', 'K')
if overlap_AK < 0:
    overlap_AK, H_AK = -overlap_AK, -H_AK

factor_S, X_S, _ = paired_parts(dets['A'], dets['S'])
z_pair = abs(np.trace(z_spin @ X_S[0]))
z_AS = np.trace(z_spin @ one_body(dets['A'], dets['S']))
z_full = np.sum(ci['A'] * fci.direct_spin1.contract_1e(
    z_op, ci['S'], n, (2, 2)))
assert abs(z_AS - z_full) < 1e-9 and abs(z_AS) > 1e-2
H_AS = H('A', 'S')
assert abs(H_AS) < 1e-9        # forbidden by parity

H_AD = H('A', 'D')
factor_D = abs(paired_parts(dets['A'], dets['D'])[0])
c, d, s, _ = loewdin_pair(orbs['A'][0], orbs['D'][0])
m = int(np.argmin(s))
integral = np.einsum('pqrs,p,q,r,s->', eri, c[:, m], d[:, m],
                     c[:, m], d[:, m])
assert abs(H_AD - factor_D * integral) < 1e-9
E_two = np.linalg.eigvalsh([[energy['A'], H_AD], [H_AD, energy['D']]])[0]

# Full CI by direct diagonalization: no starting vector, no missed root
n_conf = len(strings)**2
H_full = np.array([
    fci.direct_spin1.contract_2e(
        h2, row.reshape(len(strings), len(strings)), n, (2, 2)).ravel()
    for row in np.eye(n_conf)])
assert np.allclose(H_full, H_full.T, atol=1e-10)
roots, vectors = np.linalg.eigh(H_full)
E_full = roots[0] + E_nuc
weight_A = np.dot(ci['A'].ravel(), vectors[:, 0])**2
assert weight_A > 0.5          # same spin and parity as determinant A
assert E_full < E_two < energy['A']

hartree_eV = constants.physical_constants['Hartree energy in eV'][0]
bohr = constants.physical_constants['Bohr radius'][0]
debye = 1e-21 / constants.c
dipole_debye = abs(z_AS) * constants.e * bohr / debye

print('Fock-space tests: 3 particles in 6 modes')
print(f'largest |rho - rho^+| element: {nonhermiticity:.4f}')
print(f'six-operator string, Fock space: {string_fock:.6f}')
print(f'six-operator string, Wick sum:   {string_wick:.6f}')
print('zeros, max|one-body|, max|two-body|, largest error')
for row in case_report:
    print(f'  {row[0]}  {row[1]:.4f}  {row[2]:.4f}  {row[3]:.1e}')
print('small s, two-body error with S^-1, error with subset sum')
for row in loss_report:
    print(f'  {row[0]:.0e}  {row[1]:.1e}  {row[2]:.1e}')
print(f'Linear H4, 6-31G, spacing {spacing:.1f} bohr, {n} spatial functions')
print(f'nuclear repulsion: {E_nuc:.6f} hartree')
for name, label in (('A', 'ground determinant A'),
                    ('K', 'bare one-electron determinant K'),
                    ('S', 'singly promoted determinant S'),
                    ('D', 'doubly promoted determinant D')):
    print(f'total energy, {label}: {energy[name]:.6f} hartree')
for x in 'KSD':
    print(f'singular values A-{x}:', ' '.join(f'{t:.6f}' for t in sing[x]))
print(f'A-K overlap: {overlap_AK:.6f}')
print(f'A-K electronic H element: {H_AK:.6f} hartree')
print(f'A-K H element / overlap + nuclear: '
      f'{H_AK / overlap_AK + E_nuc:.6f} hartree')
print(f'A-S product of nonzero singular values: {abs(factor_S):.6f}')
print(f'A-S |<c_m|z|d_m>|: {z_pair:.6f} bohr')
print(f'A-S |transition dipole|: {abs(z_AS):.6f} e bohr')
print(f'A-S |transition dipole|: {dipole_debye:.4f} debye')
print(f'A-S |H element|: {abs(H_AS):.1e} hartree')
print(f'A-D product of nonzero singular values: {factor_D:.6f}')
print(f'A-D integral (c_m d_m|c_m d_m): {integral:.6f} hartree')
print(f'A-D H element: {H_AD:.6f} hartree = {H_AD * hartree_eV:.4f} eV')
print(f'two-determinant energy A+D: {E_two:.6f} hartree')
print(f'full CI, same basis, {n_conf} configurations: {E_full:.6f} hartree')
print(f'weight of A in the full CI ground state: {weight_A:.4f}')
print(f'lowering by D: {energy["A"] - E_two:.6f} hartree')
print(f'full CI lowering: {energy["A"] - E_full:.6f} hartree')
print(f'fraction recovered: {(energy["A"]-E_two)/(energy["A"]-E_full):.4f}')
print('PASS')
```

Output:

```
Fock-space tests: 3 particles in 6 modes
largest |rho - rho^+| element: 1.9169
six-operator string, Fock space: 332.396258-2295.479309j
six-operator string, Wick sum:   332.396258-2295.479309j
zeros, max|one-body|, max|two-body|, largest error
  0  0.2530  0.2720  3.1e-15
  1  0.1982  0.2566  4.3e-15
  2  0.0000  0.2428  5.3e-15
  3  0.0000  0.0000  1.1e-15
small s, two-body error with S^-1, error with subset sum
  1e-03  1.4e-14  1.6e-16
  1e-06  1.4e-11  5.1e-16
  1e-09  1.1e-08  2.1e-16
Linear H4, 6-31G, spacing 2.0 bohr, 8 spatial functions
nuclear repulsion: 2.166667 hartree
total energy, ground determinant A: -2.146314 hartree
total energy, bare one-electron determinant K: -1.836026 hartree
total energy, singly promoted determinant S: -1.894860 hartree
total energy, doubly promoted determinant D: -1.608634 hartree
singular values A-K: 0.959628 0.959628 0.957100 0.957100
singular values A-S: 0.999618 0.999523 0.999254 0.000000
singular values A-D: 0.999927 0.999927 0.000000 0.000000
A-K overlap: 0.843568
A-K electronic H element: -3.608464 hartree
A-K H element / overlap + nuclear: -2.110953 hartree
A-S product of nonzero singular values: 0.998396
A-S |<c_m|z|d_m>|: 1.965116 bohr
A-S |transition dipole|: 1.961964 e bohr
A-S |transition dipole|: 4.9868 debye
A-S |H element|: 3.5e-16 hartree
A-D product of nonzero singular values: 0.999854
A-D integral (c_m d_m|c_m d_m): 0.092479 hartree
A-D H element: 0.092466 hartree = 2.5161 eV
two-determinant energy A+D: -2.161771 hartree
full CI, same basis, 784 configurations: -2.214740 hartree
weight of A in the full CI ground state: 0.9311
lowering by D: 0.015457 hartree
full CI lowering: 0.068426 hartree
fraction recovered: 0.2259
PASS
```
